\section*{Spin-Flip CIS Matrix Elements and Exact Exchange in Collinear Spin-Flip TDDFT}

\section{Coupling between spin-flip excitations}

Take the triplet of CH$_2$ with both unpaired spins up, and generate states with $M_s=0$ by turning one $\alpha$ electron into a $\beta$ electron. With the BLYP functional in its collinear form and restricted open-shell orbitals, two of the four lowest states obtained in this way have $\langle S^2\rangle=1.000$ (unrestricted orbitals give $1.004$). A singlet has $0$ and a triplet has $2$, so these two are not spin states at all. The two ways of flipping an unpaired spin should combine into a triplet and a singlet, but nothing in the calculation connects them. To see what is missing, one needs the matrix elements between spin-flip excitations, first for the true Hamiltonian and then for a density functional.

Hartree atomic units are used ($\hbar=m_e=e=1$), and orbitals are real. Energies of excited states are measured from the energy $E_0$ of the high-spin reference.

\subsection{Reference and spin-flip determinants}

Let $\Phi$ be a determinant with more $\alpha$ than $\beta$ electrons. Its spin orbitals are orthonormal, but the spatial parts of the $\alpha$ and $\beta$ sets may differ. The letters $i,j$ denote occupied $\alpha$ orbitals, $a,b$ unoccupied $\beta$ orbitals, $k,l$ any occupied spin orbitals, and $p,q,r,s$ any spin orbitals. The operator $p^\dagger$ creates an electron in $p$, and $p$ removes it. The spin-flip determinants, with their phases, are
\begin{equation}
\Phi_i^{\bar a}=a^\dagger i\,\Phi ,
\label{det}
\end{equation}
where the bar is a reminder that $a$ has $\beta$ spin. The Hamiltonian is
\begin{equation}
H=\sum_{pq}h_{pq}\,p^\dagger q+\tfrac12\sum_{pqrs}(pq|rs)\,p^\dagger r^\dagger s\,q ,
\label{ham}
\end{equation}
up to the constant nuclear repulsion, which is included in $E_0$. The integral
\begin{equation}
(pq|rs)=\delta_{\sigma_p\sigma_q}\delta_{\sigma_r\sigma_s}
\iint\frac{\phi_p(\mathbf r)\phi_q(\mathbf r)\,\phi_r(\mathbf r')\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'
\label{int}
\end{equation}
is the repulsion of two charge densities. The Kronecker symbols come from the spin integration: each density must be built from two orbitals of equal spin.

\subsection{Matrix elements for the Hamiltonian}

Wick's theorem with $\Phi$ as vacuum has two nonzero contractions: $p^\dagger q\to\delta_{pq}$ for occupied orbitals and $p\,q^\dagger\to\delta_{pq}$ for unoccupied ones. The sign of a fully contracted product is $(-1)^c$, where $c$ is the number of crossings among the lines that join contracted pairs. Braces denote normal order; operators inside one pair of braces are not contracted with each other.

In $p^\dagger r^\dagger s\,q$ the single contractions $p^\dagger q$ and $r^\dagger s$ carry a plus sign, while $p^\dagger s$ and $r^\dagger q$ carry a minus sign, since one operator stands in between. Each pair gives two equal terms, which cancels the factor $\tfrac12$. Hence
\begin{align}
H&=E_0+\sum_{pq}F_{pq}\{p^\dagger q\}+\tfrac12\sum_{pqrs}(pq|rs)\{p^\dagger r^\dagger s\,q\},
\label{normal}\\
F_{pq}&=h_{pq}+\sum_k\big[(pq|kk)-(pk|kq)\big].
\label{fock}
\end{align}
By (\ref{int}), $F$ has no element between an $\alpha$ and a $\beta$ orbital: in the last term $k$ would need both spins. It therefore consists of two blocks, $F^\alpha$ and $F^\beta$. The reference does not couple to the flips, because $H$ conserves $S_z$.

The matrix element between two flips is the vacuum average of $i^\dagger a\,H\,b^\dagger j$. The constant $E_0$ gives $E_0\delta_{ij}\delta_{ab}$. The one-body part has the operator string $i^\dagger\,a\,p^\dagger\,q\,b^\dagger\,j$, which can be contracted in two ways:
\begin{itemize}
\item $a$ with $p^\dagger$, $q$ with $b^\dagger$, $i^\dagger$ with $j$: no crossing, giving $+\delta_{ij}F_{ab}$;
\item $i^\dagger$ with $q$, $a$ with $b^\dagger$, $p^\dagger$ with $j$: three crossings, giving $-\delta_{ab}F_{ji}$.
\end{itemize}
In the two-body part the string is $i^\dagger\,a\,p^\dagger\,r^\dagger\,s\,q\,b^\dagger\,j$. Contract $a$ with $p^\dagger$, and hence $r^\dagger$ with $j$. Two choices remain:
\begin{itemize}
\item $i^\dagger$ with $q$ and $s$ with $b^\dagger$: two crossings, giving $+(ai|jb)$;
\item $i^\dagger$ with $s$ and $q$ with $b^\dagger$: one crossing, giving $-(ab|ji)$.
\end{itemize}
Contracting $a$ with $r^\dagger$ instead repeats both terms with the summation labels exchanged, and this cancels the $\tfrac12$. For real orbitals,
\begin{equation}
\langle\Phi_i^{a}|H-E_0|\Phi_j^{b}\rangle=\delta_{ij}F_{ab}-\delta_{ab}F_{ij}+(ia|jb)-(ij|ab).
\label{general}
\end{equation}
Up to here the spins of $i$ and $a$ have not been used. For a flip, $i$ has $\alpha$ and $a$ has $\beta$ spin, so $(ia|jb)=0$ by (\ref{int}). In $(ij|ab)$ the first density is purely $\alpha$ and the second purely $\beta$, so it survives:
\begin{equation}
A_{ia,jb}=\delta_{ij}F^\beta_{ab}-\delta_{ab}F^\alpha_{ij}-(ij|ab).
\label{sfcis}
\end{equation}
This is the SF-CIS matrix. Its one two-electron term beyond the Fock matrices is called exchange-type because it descends from the exchange term of (\ref{fock}), as the response calculation below shows. Its physical content is an attraction: for $i=j$, $a=b$ it is minus the Coulomb repulsion of $\phi_i^2$ and $\phi_a^2$, that is, the attraction between the hole and the promoted electron. The missing term $(ia|jb)$ is the interaction of two transition densities, and a transition that flips a spin has no transition charge density.

The off-diagonal elements of $F^\alpha$ and $F^\beta$ in (\ref{sfcis}) also couple flips. They are one-body terms and vanish when the occupied $\alpha$ block and the unoccupied $\beta$ block are diagonalized.

\subsection{Two unpaired electrons}

Let the reference now be restricted: $\alpha$ and $\beta$ electrons share one set of spatial orbitals, and the $\alpha$ set has two more occupied, the open orbitals $p$ and $q$. From here on $p$ and $q$ mean these two. The matrices $F^\alpha$ and $F^\beta$ differ in their exchange terms, so
\begin{equation}
F^\beta_{rs}-F^\alpha_{rs}=\sum_{t=p,q}(rt|ts).
\label{diff}
\end{equation}
With $J_{pp}=(pp|pp)$ and $K_{pq}=(pq|pq)$, the flip $p\to\bar p$ has the diagonal element
\begin{equation}
F^\beta_{pp}-F^\alpha_{pp}-J_{pp}=(J_{pp}+K_{pq})-J_{pp}=K_{pq},
\label{diag}
\end{equation}
and $q\to\bar q$ has the same. Their coupling has $i=p$, $a=p$, $j=q$, $b=q$; both Kronecker symbols vanish and $-(pq|pq)=-K_{pq}$ remains. The block
\begin{equation}
\begin{pmatrix}K_{pq}&-K_{pq}\\-K_{pq}&K_{pq}\end{pmatrix}
\label{block}
\end{equation}
has the root $0$ with vector $(1,1)/\sqrt2$ and the root $2K_{pq}$ with vector $(1,-1)/\sqrt2$.

To find their spins, note that $S^2=S_-S_++S_z(S_z+1)$, so that $\langle S^2\rangle=\|S_+\Psi\|^2$ when $M_s=0$. The operator $S_+$ turns either flip back into $\Phi$. For a normalized combination with coefficients $x$ and $y$ this gives
\begin{equation}
\langle S^2\rangle=(x+y)^2 .
\label{s2}
\end{equation}
The first vector has $\langle S^2\rangle=2$ and is the triplet; the second has $0$ and is the open-shell singlet. A single flip has $\langle S^2\rangle=1$. Without the coupling the two flips would be degenerate at $K_{pq}$ and nothing would select the triplet and singlet combinations; any difference between the diagonal elements would then leave the single flips as eigenvectors.

\subsection{The triplet in the full spin-flip space}

A triplet with $M_s=0$ should have the energy of its $M_s=1$ partner, which is root zero. In the full SF-CIS matrix this holds approximately. Apply $A$ to the triplet combination $t$. From (\ref{sfcis}) and (\ref{diff}),
\begin{equation}
(At)_{ia}=\frac{1}{\sqrt2}\Big[\sum_{r=p,q}\big(\delta_{ir}F^\beta_{ar}-\delta_{ar}F^\alpha_{ir}\big)-F^\beta_{ia}+F^\alpha_{ia}\Big].
\label{res}
\end{equation}
If $i$ and $a$ are both open, everything cancels. For $i$ doubly occupied (closed) and $a$ open, $-F^\beta_{ia}/\sqrt2$ remains; for $i$ open and $a$ empty, $F^\alpha_{ia}/\sqrt2$; for $i$ closed and $a$ empty, $(F^\alpha_{ia}-F^\beta_{ia})/\sqrt2$.

ROHF makes the energy stationary against mixing the shared orbitals. Mixing closed with open orbitals changes the $\beta$ determinant alone, so $F^\beta_{ia}=0$ there. Mixing open with empty orbitals changes the $\alpha$ determinant alone, so $F^\alpha_{ia}=0$. Mixing closed with empty orbitals changes both, and this gives $F^\alpha_{ia}+F^\beta_{ia}=0$, a condition on the sum. The difference survives and couples the triplet to closed-to-empty flips. Since $t$ has no component on those flips, $t\cdot At=0$, and by the variational principle the lowest root cannot lie above zero. If those flips are left out, $t$ is an eigenvector with root zero.

\subsection{Collinear density functionals}

In a global hybrid a fraction $c_x$ of exact exchange is combined with a semilocal functional $E_{xc}$. Flips mix $\alpha$ and $\beta$ in one orbital, so the one-particle density matrix acquires a block $\gamma_{\alpha\beta}$. The energy is
\begin{equation}
E=\mathrm{tr}\,h(\gamma_{\alpha\alpha}+\gamma_{\beta\beta})+E_J+E_{xc}[\gamma_{\alpha\alpha},\gamma_{\beta\beta}]
-\frac{c_x}{2}\sum_{\sigma\sigma'}\iint\frac{|\gamma_{\sigma\sigma'}(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' ,
\label{func}
\end{equation}
where $E_J$ is the classical repulsion of the total density. The functional is called collinear when, as written, $E_{xc}$ sees the $\alpha\alpha$ and $\beta\beta$ blocks but not $\gamma_{\alpha\beta}$.

Now rotate the occupied $\alpha$ orbitals by small amplitudes $\kappa_{ia}$ into unoccupied $\beta$ orbitals:
\begin{equation}
\psi_i=\phi_i\alpha+\sum_a\kappa_{ia}\phi_a\beta-\tfrac12\sum_j(\kappa\kappa^T)_{ij}\phi_j\alpha+O(\kappa^3).
\label{rot}
\end{equation}
The last term keeps the orbitals orthonormal to second order. Summing $\psi_i\psi_i$ over $i$ gives the changes
\begin{align}
\delta\gamma_{\alpha\beta}&=\sum_{ia}\kappa_{ia}\,\phi_i\phi_a,\nonumber\\
\delta\gamma_{\beta\beta}&=\sum_{ab}(\kappa^T\kappa)_{ab}\,\phi_a\phi_b,\qquad
\delta\gamma_{\alpha\alpha}=-\sum_{ij}(\kappa\kappa^T)_{ij}\,\phi_i\phi_j .
\label{dgam}
\end{align}
The same-spin blocks change in second order, so their effect on $E$ is the first derivative of $E$, which is the Kohn--Sham matrix $F^\sigma$, times the change. The block $\gamma_{\alpha\beta}$ changes in first order, and it enters (\ref{func}) through exact exchange alone. The $\alpha\beta$ and $\beta\alpha$ terms are equal, which cancels the $\tfrac12$:
\begin{equation}
E-E_0=\sum_{ab}(\kappa^T\kappa)_{ab}F^\beta_{ab}-\sum_{ij}(\kappa\kappa^T)_{ij}F^\alpha_{ij}
-c_x\sum_{ia,jb}\kappa_{ia}\kappa_{jb}(ij|ab)+O(\kappa^4).
\label{curv}
\end{equation}
Odd orders are absent because a spin rotation by $\pi$ about $z$ reverses $\kappa$ and leaves $E$ unchanged. The quadratic form has the matrix
\begin{equation}
A_{ia,jb}=\delta_{ij}F^\beta_{ab}-\delta_{ab}F^\alpha_{ij}-c_x(ij|ab).
\label{sfdft}
\end{equation}

Linear response identifies this as the excitation matrix. Let the reference be stationary for each spin, and let $\gamma_{ai}=x_{ia}e^{-i\omega t}$. The equation $i\dot\gamma=[F,\gamma]$ gives to first order
\begin{equation}
\omega x_{ia}=\sum_bF^\beta_{ab}x_{ib}-\sum_jF^\alpha_{ji}x_{ja}+\delta F_{ai}.
\label{eom}
\end{equation}
A collinear $E_{xc}$ has no derivative with respect to the mixed-spin block, and the classical repulsion has none either. The exchange term of (\ref{fock}), scaled by $c_x$, gives
\begin{equation}
\delta F_{ai}=-c_x\sum_{jb}(ab|ji)\,x_{jb}-c_x\sum_{j'b'}(aj'|b'i)\,y_{j'b'} .
\label{df}
\end{equation}
The amplitudes $y_{j'b'}$ describe the other change of the same spin block, between occupied $\beta$ orbitals $j'$ and unoccupied $\alpha$ orbitals $b'$. The Tamm--Dancoff approximation drops them, and (\ref{eom}) becomes $\omega x=Ax$ with (\ref{sfdft}). If they are kept, their coupling $-c_x(ib'|aj')$ also carries the factor $c_x$. For the restricted orbitals used below, whose reference is not stationary for each spin separately, $A$ is defined by the energy expansion (\ref{curv}), which does not need that condition.

For $c_x=0$ the matrix is a sum of one-body terms. After diagonalizing the two orbital blocks, each root is an orbital-energy difference $\varepsilon^\beta_a-\varepsilon^\alpha_i$.

\subsection{What a fraction of exchange does to the open pair}

For a restricted reference, the semilocal potentials $v^\alpha$, $v^\beta$ add a splitting $\Delta_p=(v^\beta-v^\alpha)_{pp}$ to (\ref{diff}), whose exchange part is scaled by $c_x$. The pair block becomes
\begin{equation}
\begin{pmatrix}c_xK_{pq}+\Delta_p&-c_xK_{pq}\\-c_xK_{pq}&c_xK_{pq}+\Delta_q\end{pmatrix}.
\label{hyb}
\end{equation}
With $\bar\Delta=\tfrac12(\Delta_p+\Delta_q)$ and $\delta=\tfrac12(\Delta_p-\Delta_q)$, the roots and the spin of the lower one, from (\ref{s2}), are
\begin{align}
\omega_\mp&=\bar\Delta+c_xK_{pq}\mp\sqrt{\delta^2+c_x^2K_{pq}^2},
\label{roots}\\
\langle S^2\rangle_-&=1+\frac{c_xK_{pq}}{\sqrt{\delta^2+c_x^2K_{pq}^2}} .
\label{spin}
\end{align}
Two separate defects are visible. The spin is nearly right as soon as $c_xK_{pq}\gg|\delta|$. The energy of the triplet, however, is then close to $\bar\Delta$ instead of zero: the semilocal potential splits the spins, and no semilocal coupling compensates for it.

\subsection{CH$_2$ with three exchange fractions}

The example is triplet CH$_2$ in the small 6-31G basis, with chosen bond length 1.10~\AA\ and angle $130^\circ$. It shows the structure of the matrix and is not meant as a prediction of the spectrum. The numbers are not converged in the basis. In cc-pVTZ, $K_{pq}$ is smaller by up to $0.003$ hartree, the ROHF triplet root is $-0.0042$ hartree, the BHHLYP triplet root is $0.0276$ hartree with $\langle S^2\rangle=1.996$, and the three lowest BLYP roots lie about $0.010$ hartree lower. The order and the spin pattern of the four lowest roots stay the same. The fifth decimal of the density-functional values depends on the integration grid. The elements (\ref{sfcis}), the energy expansion (\ref{curv}) and the coupling to the $y$ amplitudes are tested in the numerical check.

For ROHF, $K_{pq}=0.04225$ hartree. The pair block has $0.04225$ on the diagonal and $-0.04225$ off it, with roots $0$ and $0.0845$ hartree. In the full space of 50 flips the triplet root moves to $-0.0032$ hartree ($-0.086$~eV). It returns to zero when the closed-to-empty flips are removed, as (\ref{res}) requires.

For BHHLYP, $c_x=0.5$ and $K_{pq}=0.04050$ hartree, so the coupling is $-0.5\times0.04050=-0.02025$ hartree. The diagonal elements are $0.05270$ and $0.05123$ hartree, with mean $0.05197$ and half-difference $\delta=0.00074$. Equation (\ref{roots}) gives
\begin{equation}
\omega_\mp=0.05197\mp\sqrt{0.00074^2+0.02025^2}=0.05197\mp0.02026\ \text{hartree},
\end{equation}
that is, $0.0317$ and $0.0722$ hartree. Equation (\ref{spin}) gives $\langle S^2\rangle_-=1+\big[1+(0.00074/0.02025)^2\big]^{-1/2}\approx1.999$, within $0.001$ of the value for the lowest root of the full matrix. That root lies at $0.0303$ hartree ($0.825$~eV): a nearly pure triplet, well above the reference with which it should be degenerate.

For BLYP, $c_x=0$ and the pair coupling vanishes although $K_{pq}=0.03996$ hartree has hardly changed. The isolated flips lie at $0.1097$ and $0.1213$ hartree. The full matrix has two roots with $\langle S^2\rangle=1.000$, at $0.1066$ and $0.1150$ hartree ($2.90$ and $3.13$~eV). They differ from the isolated values through the off-diagonal Kohn--Sham elements, the one coupling left. These are the two states described at the start. The lowest root, at $0.0759$ hartree ($2.06$~eV), has $\langle S^2\rangle=0.005$, so the calculation places a nearly pure singlet below the two spin-flip roots that share the $M_s=0$ triplet.

\subsection{Where the result stops: noncollinear functionals}

The statement that the coupling comes from exact exchange alone rests on the collinear form of $E_{xc}$. A noncollinear local functional is evaluated with the densities along the local spin direction,
\begin{equation}
n_\pm=\tfrac12\Big(n\pm\sqrt{m_z^2+4|n_{\alpha\beta}|^2}\Big),\qquad m_z=n_\alpha-n_\beta ,
\label{npm}
\end{equation}
where $n_{\alpha\beta}(\mathbf r)=\gamma_{\alpha\beta}(\mathbf r,\mathbf r)$. For small $n_{\alpha\beta}$ and $m_z>0$ the root is $m_z+2|n_{\alpha\beta}|^2/m_z$, so $n_\pm$ change by $\pm|n_{\alpha\beta}|^2/m_z$. The energy changes by
\begin{equation}
\delta E_{xc}=\int\frac{v^\alpha-v^\beta}{n_\alpha-n_\beta}\,|n_{\alpha\beta}|^2\,d\mathbf r .
\label{nc}
\end{equation}
For $m_z<0$ the roles of the two spins are exchanged and the same expression results. Inserting $n_{\alpha\beta}=\sum\kappa_{ia}\phi_i\phi_a$ adds to $A_{ia,jb}$ the term
\begin{equation}
\int\phi_i\phi_a\phi_j\phi_b\,\frac{v^\alpha-v^\beta}{n_\alpha-n_\beta}\,d\mathbf r ,
\label{nck}
\end{equation}
which is present even for $c_x=0$. For local exchange in the ROHF orbitals of CH$_2$, its diagonal element is $-0.1326$ hartree for the flip of one open orbital and $-0.1055$ hartree for the flip of the other, comparable in magnitude with the isolated BLYP flip energies above.

This term also removes the energy defect of the open pair. For a restricted reference $n_\alpha-n_\beta=\phi_p^2+\phi_q^2$. The average of (\ref{nck}) in the triplet combination is therefore
\begin{equation}
\frac12\int(\phi_p^2+\phi_q^2)^2\,\frac{v^\alpha-v^\beta}{\phi_p^2+\phi_q^2}\,d\mathbf r
=\frac12\int(\phi_p^2+\phi_q^2)(v^\alpha-v^\beta)\,d\mathbf r=-\bar\Delta ,
\end{equation}
which cancels the average $+\bar\Delta$ that (\ref{hyb}) gives for the same combination. For a local functional, the triplet average thus returns to the reference energy. A collinear functional omits this term, and the only two-electron coupling left between its flips, beyond the Kohn--Sham matrices, is $-c_x(ij|ab)$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
CH2 bond length: 1.10 angstrom; angle: 130.0 degree
basis functions: 13; alpha, beta electrons: 5, 3
spin-flip determinants: 50
UHF energy: -38.910465 hartree
SF-CIS formula vs operator strings, max dev: 4.3e-14 hartree
alpha->alpha block, max dev with (ia|jb): 3.7e-14 hartree
alpha->alpha block, max dev without it: 0.1118 hartree
ROHF: exact-exchange fraction 1.00
  reference energy: -38.906087 hartree
  energy curvature vs formula, max dev: 8.9e-10 hartree
  beta->alpha coupling, measured: -0.05015 hartree
  beta->alpha coupling, formula: -0.05015 hartree
  K_pq of the open orbitals: 0.04225 hartree
  pair diagonal elements: 0.04225, 0.04225 hartree
  pair coupling: -0.04225 hartree
  pair roots: 0.00000, 0.08451 hartree
  lowest 4 roots: -0.00316, 0.05257, 0.07837, 0.16460 hartree
  lowest 4 roots: -0.086, 1.431, 2.133, 4.479 eV
  their <S^2>: 2.000, 0.002, 0.012, 0.034
  their open-shell weights: 0.996, 0.998, 0.989, 0.966
  triplet coupling to closed->virtual flips, norm: 0.05395 hartree
  triplet root without these flips: 0.00000 hartree
  triplet root with them: -0.00316 hartree
  its weight on the open-pair triplet: 0.9954
BHHLYP: exact-exchange fraction 0.50
  reference energy: -39.117129 hartree
  energy curvature vs formula, max dev: 4.2e-10 hartree
  beta->alpha coupling, measured: -0.02830 hartree
  beta->alpha coupling, formula: -0.02830 hartree
  K_pq of the open orbitals: 0.04050 hartree
  pair diagonal elements: 0.05270, 0.05123 hartree
  pair coupling: -0.02025 hartree
  pair roots: 0.03170, 0.07223 hartree
  lowest 4 roots: 0.03030, 0.04027, 0.06884, 0.12794 hartree
  lowest 4 roots: 0.825, 1.096, 1.873, 3.481 eV
  their <S^2>: 1.999, 0.002, 0.007, 0.015
  their open-shell weights: 0.998, 0.998, 0.994, 0.985
BLYP: exact-exchange fraction 0.00
  reference energy: -39.115476 hartree
  energy curvature vs formula, max dev: 1.0e-09 hartree
  beta->alpha coupling, measured: 0.00000 hartree
  beta->alpha coupling, formula: 0.00000 hartree
  K_pq of the open orbitals: 0.03996 hartree
  pair diagonal elements: 0.12133, 0.10972 hartree
  pair coupling: 0.00000 hartree
  pair roots: 0.10972, 0.12133 hartree
  lowest 4 roots: 0.07588, 0.10663, 0.11498, 0.14574 hartree
  lowest 4 roots: 2.065, 2.902, 3.129, 3.966 eV
  their <S^2>: 0.005, 1.000, 1.000, 0.013
  their open-shell weights: 0.995, 0.995, 0.987, 0.987
noncollinear local exchange, measured: -0.13256 hartree
noncollinear local exchange, formula: -0.13257 hartree
\end{verbatim}
